**Thomas-Fermi image energies and charge labels for an impurity in a metal**

The program tests the energy of an impurity of charge \(Ze\), repeated in cubic cells of side \(L\), when \(Q\) electrons per cell are replaced by a uniform background. In linear Thomas-Fermi theory the image energy is \((Z^2e^2/2)\sum e^{-kR}/R\) over the images at distance \(R\), where \(k\) is the screening wavenumber. The remaining dependence on cell size is \((Q^2-2ZQ)/(2DL^3)\), where \(D\) is the density of states per volume at the Fermi level. For small \(Z\), the program asserts that these formulas agree with a numerical minimum of the full Thomas-Fermi functional. For \(Z=1\), it asserts that the exponential law keeps a nearly constant amplitude and that removing one electron costs \(1/(2DL^3)\) within 5%, relative to the cell's own Fermi level. It also asserts the Madelung limit against Ewald summation, the Lindhard function against its integral over occupied states, and the Friedel tail against quadrature. At \(L=8\) Å the output shows a Thomas-Fermi image energy of \(1.9\times10^{-6}\) eV, whereas a Madelung correction would add 2.55 eV. Lindhard screening gives a nearest-pair energy of \(-6.6\times10^{-4}\) eV at the same distance, so the exponential law does not survive a sharp Fermi surface.

## Program and output

```python
"""
Impurity of charge Z*e, repeated in cubic cells of side L, in an electron gas.

Result under test (linearised Thomas-Fermi theory, Gaussian units):
  E - E0 = EF*(Z-Q) + Z^2*S + (Z^2 e^2/2) sum' exp(-k R)/R
           + (Q^2 - 2 Z Q)/(2 D V)
n0: mean electron density, EF: Fermi energy, D = 3 n0/(2 EF),
k^2 = 4 pi e^2 D, V = L^3, R: lattice vectors other than zero,
Q: electrons removed per cell and replaced by a uniform background,
S: energy of one isolated impurity with its screening cloud.
The reference is a numerical minimum of the full, nonlinear Thomas-Fermi
functional with a Gaussian impurity of width sigma; its smooth charge
multiplies the image term by exp(k^2 sigma^2).
Also tested: the Madelung limit k L -> 0 and the Friedel tail that replaces
the exponential when the Lindhard response is used.
Lengths are in angstrom, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfc

pi = np.pi
e2 = const.e / (4 * pi * const.epsilon_0) * 1e10        # e^2 in eV angstrom
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e20    # eV angstrom^2

n0 = 0.10
kF = (3 * pi**2 * n0) ** (1 / 3)
EF = hbar2_m * kF**2 / 2
D = 3 * n0 / (2 * EF)
k = np.sqrt(4 * pi * e2 * D)
sigma = 0.5 / k
h = 1 / (3 * k)                                         # grid spacing


def lattice_sum(kappa, offset=0.0):
    """Sum of exp(-kappa r)/r over a unit cubic lattice, r = 0 left out."""
    reach = int(40 / kappa) + 3
    a = np.arange(-reach, reach + 1) + offset
    r = np.sqrt(a[:, None, None]**2 + a[None, :, None]**2 + a**2).ravel()
    r = r[r > 0]
    return np.sum(np.exp(-kappa * r) / r)


def image_energy(L):
    return 0.5 * e2 * lattice_sum(k * L) / L


def solve_cell(N, Z, Q):
    """Minimum of the full functional: energy, u = mu + e*phi, density."""
    V = (N * h)**3
    g = 2 * pi * np.fft.fftfreq(N, h)
    gz = 2 * pi * np.fft.rfftfreq(N, h)
    G2 = g[:, None, None]**2 + g[None, :, None]**2 + gz**2
    shape = (N, N, N)

    def to_real(f):
        return np.fft.irfftn(f, s=shape, axes=(0, 1, 2))

    gauss = to_real(np.exp(-G2 * sigma**2 / 2)) * N**3 / V
    positive = n0 + Z * gauss - Q / V
    u = np.full(shape, EF)
    uG = np.fft.rfftn(u)
    damping = 2 * k**2
    converged = False
    for _ in range(400):
        n = n0 * (np.maximum(u, 0) / EF)**1.5
        source = np.fft.rfftn(4 * pi * e2 * (positive - n))
        uG = uG + (source - G2 * uG) / (G2 + damping)
        u_new = to_real(uG)
        change = np.max(np.abs(u_new - u))
        u = u_new
        if change < 1e-11:
            converged = True
            break
    assert converged
    n = n0 * (np.maximum(u, 0) / EF)**1.5
    charge = positive - n
    G2_safe = np.where(G2 > 0, G2, 1.0)
    kernel = np.where(G2 > 0, 4 * pi * e2 / G2_safe, 0.0)
    potential = to_real(kernel * np.fft.rfftn(charge))
    kinetic = 0.6 * EF * n0 * np.sum((n / n0)**(5 / 3)) * h**3
    return kinetic + 0.5 * np.sum(charge * potential) * h**3, u, n


# --- linear response: small charges of both signs ---------------------------
S = e2 / pi * quad(lambda q: np.exp(-(q * sigma)**2) * q**2 / (q**2 + k**2),
                   0, 12 / sigma, epsabs=1e-12, limit=200)[0]
z = 0.01
second_order = {}
for N, Q in ((12, 0.0), (18, 0.0), (24, 0.0), (18, 3 * z)):
    L = N * h
    V = L**3
    Ep, up, _ = solve_cell(N, z, Q)
    Em, um, _ = solve_cell(N, -z, -Q)
    even = (Ep + Em) / 2 - 0.6 * EF * n0 * V
    formula = (z**2 * (S + np.exp((k * sigma)**2) * image_energy(L))
               + (Q**2 - 2 * z * Q) / (2 * D * V))
    assert abs(even / formula - 1) < 1e-3
    assert abs((Ep - Em) / 2 / (EF * (z - Q)) - 1) < 1e-3
    # potential at the cell corner, and Fermi level against mean potential
    corner = (up - um)[N // 2, N // 2, N // 2] / 2
    corner_formula = (z * e2 * np.exp((k * sigma)**2 / 2)
                      * lattice_sum(k * L, 0.5) / L - Q / (D * V))
    assert abs(corner / corner_formula - 1) < 1e-2
    assert abs(np.mean(up - um) / 2 / ((z - Q) / (D * V)) - 1) < 1e-2
    if Q == 0:
        second_order[N] = even / z**2
for N1, N2 in ((12, 18), (18, 24)):
    found = second_order[N1] - second_order[N2]
    expected = np.exp((k * sigma)**2) * (image_energy(N1 * h)
                                         - image_energy(N2 * h))
    assert abs(found / expected - 1) < 1e-2

# --- isolated point impurity: charge and energy of its cloud ----------------
cloud_charge = quad(lambda r: k**2 * r * np.exp(-k * r), 0, 40 / k)[0]
cloud_energy = -0.5 * e2 * quad(lambda r: k**2 * np.exp(-k * r), 0, 40 / k)[0]
assert abs(cloud_charge - 1) < 1e-8
assert abs(cloud_energy / (-e2 * k / 2) - 1) < 1e-8

# --- Madelung constant by Ewald summation, and as the limit k L -> 0 --------
a = np.arange(-5, 6)
r = np.sqrt(a[:, None, None]**2 + a[None, :, None]**2 + a**2).ravel()
r = r[r > 0]
eta = np.sqrt(pi)
G = 2 * pi * r
alpha = -(np.sum(erfc(eta * r) / r)
          + np.sum(4 * pi * np.exp(-G**2 / (4 * eta**2)) / G**2)
          - pi / eta**2 - 2 * eta / np.sqrt(pi))
kappas = np.array([0.8, 1.0, 1.2, 1.4])
values = [q + 4 * pi / q**2 - lattice_sum(q) for q in kappas]
alpha_limit = np.polyfit(kappas**2, values, 3)[-1]
assert abs(alpha_limit - alpha) < 2e-5

# --- full nonlinear functional with Z = 1 -----------------------------------
runs = {N: solve_cell(N, 1.0, 0.0) for N in (18, 24, 30, 36, 48)}
defect = {N: runs[N][0] - 0.6 * EF * n0 * (N * h)**3 - EF for N in runs}
deviation = {N: defect[N] - defect[48] for N in (18, 24, 30)}
amplitude = {N: deviation[N] / (np.exp((k * sigma)**2) * image_energy(N * h))
             for N in deviation}
assert abs(amplitude[18] / amplitude[24] - 1) < 0.15
assert abs(amplitude[24] / amplitude[30] - 1) < 0.15

cost, filling, level_shift, bulk_cost = {}, {}, {}, {}
for N in (36, 48):
    V = (N * h)**3
    E1, _, n1 = solve_cell(N, 1.0, 1.0)
    mu_cell = np.mean(runs[N][1])
    cost[N] = E1 - runs[N][0] + mu_cell
    bulk_cost[N] = E1 - runs[N][0] + EF
    level_shift[N] = mu_cell - EF
    filling[N] = 1 / (2 * D * V)
    assert abs(cost[N] / filling[N] - 1) < 0.05
    if N == 36:
        x = np.fft.fftfreq(N, 1 / N) * h
        radius = np.sqrt(x[:, None, None]**2 + x[None, :, None]**2 + x**2)
        inside = radius < 1.5
        removed = np.sum((runs[N][2] - n1)[inside]) * h**3
        uniform_share = np.sum(inside) / N**3
        assert abs(removed / uniform_share - 1) < 0.25
assert abs(cost[36] / cost[48] / (48 / 36)**3 - 1) < 0.05


# --- Lindhard screening: Friedel oscillations -------------------------------
def lindhard_shape(x):
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


for x in (0.05, 0.6, 1.7):
    q = 2 * kF * x

    def occupied(p):
        return p / (2 * q) * np.log(abs((q + 2 * p) / (q - 2 * p)))

    if x < 1:
        integral = (quad(occupied, 0, q / 2, limit=200)[0]
                    + quad(occupied, q / 2, kF, limit=200)[0])
    else:
        integral = quad(occupied, 0, kF)[0]
    response = 4 * (2 / hbar2_m) / (4 * pi**2) * integral
    assert abs(response / (D * lindhard_shape(x)) - 1) < 1e-5

steps = 0.5 ** np.arange(1, 41)
edges = np.unique(np.concatenate([np.linspace(0, 100, 3001), [2 * kF],
                                  2 * kF * (1 + steps), 2 * kF * (1 - steps)]))
nodes, weights = np.polynomial.legendre.leggauss(12)
half = np.diff(edges)[:, None] / 2
q_grid = ((edges[1:] + edges[:-1])[:, None] / 2 + half * nodes).ravel()
q_weight = (half * weights).ravel()
x_grid = q_grid / (2 * kF)
keep = np.abs(x_grid - 1) > 1e-13
q_grid, q_weight, x_grid = q_grid[keep], q_weight[keep], x_grid[keep]
strength = k**2 * lindhard_shape(x_grid)
screened_part = strength / (q_grid**2 + strength)


def lindhard_pair(r):
    """Interaction energy of two unit charges at distance r."""
    integral = np.sum(q_weight * np.sin(q_grid * r) / q_grid * screened_part)
    return e2 / r * (1 - 2 / pi * integral)


eps0 = 1 + k**2 / (8 * kF**2)
friedel = e2 * k**2 / (16 * kF**4 * eps0**2)            # eV angstrom^3
tail_ratio = []
for m in (14, 28):
    r = m * pi / kF
    tail_ratio.append(lindhard_pair(r) / (friedel * np.cos(2 * kF * r) / r**3))
    assert abs(tail_ratio[-1] - 1) < 0.05
assert abs(lindhard_pair(12.0)) > 10 * e2 * np.exp(-12 * k) / 12

# --- printed numbers --------------------------------------------------------
print(f"electron density n0 = {n0:.2f} 1/angstrom^3")
print(f"e^2 = {e2:.4f} eV angstrom, hbar^2/m = {hbar2_m:.4f} eV angstrom^2")
print(f"Fermi wavenumber kF = {kF:.4f} 1/angstrom")
print(f"Fermi energy EF = {EF:.4f} eV")
print(f"D = dn/dmu = {D:.5f} 1/(eV angstrom^3)")
print(f"screening wavenumber k = {k:.4f} 1/angstrom")
print(f"screening length 1/k = {1 / k:.4f} angstrom")
print(f"electrons in cloud of point charge Z=1: {cloud_charge:.6f}")
print(f"cloud energy -e^2 k/2 = {cloud_energy:.4f} eV")
print(f"cubic Madelung constant, Ewald = {alpha:.6f}")
print(f"same from limit kL -> 0 = {alpha_limit:.6f}")
print("Point charge Z=1, linear theory (Madelung and filling for Q=1):")
for L in (4.0, 8.0, 12.0):
    print(f"L = {L:.0f} angstrom: kL = {k * L:.3f}")
    print(f"  TF image energy per cell = {image_energy(L):.3e} eV")
    print(f"  Madelung correction alpha e^2/(2L) = {alpha * e2 / (2 * L):.4f} eV")
    print(f"  band filling 1/(2 D L^3) = {1 / (2 * D * L**3):.4f} eV")
    print(f"  nearest pair, TF = {e2 * np.exp(-k * L) / L:.3e} eV")
    print(f"  nearest pair, Lindhard = {lindhard_pair(L):.3e} eV")
print(f"Full TF functional, Gaussian Z=1, width = {sigma:.4f} angstrom:")
for N in (18, 24, 30):
    print(f"  L = {N * h:.3f} angstrom (kL = {k * N * h:.1f}): E(L)-E(ref) = "
          f"{deviation[N]:.3e} eV, ratio to linear = {amplitude[N]:.3f}")
print(f"  reference cell L = {48 * h:.3f} angstrom")
for N in (36, 48):
    print(f"Remove one electron, L = {N * h:.3f} angstrom:")
    print(f"  E(1)-E(0)+mu_cell = {cost[N]:.4f} eV")
    print(f"  formula 1/(2 D V) = {filling[N]:.4f} eV")
    print(f"  E(1)-E(0)+EF = {bulk_cost[N]:.4f} eV")
    print(f"  mu_cell-EF = {level_shift[N]:.4f} eV")
    print(f"  Madelung correction = {alpha * e2 / (2 * N * h):.4f} eV")
print(f"Removed within 1.5 angstrom, L = {36 * h:.3f} angstrom: "
      f"{removed:.4f} electrons")
print(f"  share if removed uniformly = {uniform_share:.4f} electrons")
print(f"Friedel amplitude of pair energy = {friedel:.4f} eV angstrom^3")
print(f"Lindhard/Friedel formula at r = {14 * pi / kF:.2f} and "
      f"{28 * pi / kF:.2f} angstrom: {tail_ratio[0]:.4f}, {tail_ratio[1]:.4f}")
print("done: every assertion held")
```

Running it gives:

```
electron density n0 = 0.10 1/angstrom^3
e^2 = 14.3996 eV angstrom, hbar^2/m = 7.6200 eV angstrom^2
Fermi wavenumber kF = 1.4360 1/angstrom
Fermi energy EF = 7.8560 eV
D = dn/dmu = 0.01909 1/(eV angstrom^3)
screening wavenumber k = 1.8588 1/angstrom
screening length 1/k = 0.5380 angstrom
electrons in cloud of point charge Z=1: 1.000000
cloud energy -e^2 k/2 = -13.3828 eV
cubic Madelung constant, Ewald = 2.837297
same from limit kL -> 0 = 2.837299
Point charge Z=1, linear theory (Madelung and filling for Q=1):
L = 4 angstrom: kL = 7.435
  TF image energy per cell = 6.813e-03 eV
  Madelung correction alpha e^2/(2L) = 5.1070 eV
  band filling 1/(2 D L^3) = 0.4092 eV
  nearest pair, TF = 2.125e-03 eV
  nearest pair, Lindhard = 2.443e-03 eV
L = 8 angstrom: kL = 14.870
  TF image energy per cell = 1.887e-06 eV
  Madelung correction alpha e^2/(2L) = 2.5535 eV
  band filling 1/(2 D L^3) = 0.0511 eV
  nearest pair, TF = 6.270e-07 eV
  nearest pair, Lindhard = -6.608e-04 eV
L = 12 angstrom: kL = 22.305
  TF image energy per cell = 7.402e-10 eV
  Madelung correction alpha e^2/(2L) = 1.7023 eV
  band filling 1/(2 D L^3) = 0.0152 eV
  nearest pair, TF = 2.467e-10 eV
  nearest pair, Lindhard = -2.842e-04 eV
Full TF functional, Gaussian Z=1, width = 0.2690 angstrom:
  L = 3.228 angstrom (kL = 6.0): E(L)-E(ref) = 3.666e-02 eV, ratio to linear = 0.762
  L = 4.304 angstrom (kL = 8.0): E(L)-E(ref) = 3.490e-03 eV, ratio to linear = 0.766
  L = 5.380 angstrom (kL = 10.0): E(L)-E(ref) = 3.665e-04 eV, ratio to linear = 0.765
  reference cell L = 8.608 angstrom
Remove one electron, L = 6.456 angstrom:
  E(1)-E(0)+mu_cell = 0.0968 eV
  formula 1/(2 D V) = 0.0973 eV
  E(1)-E(0)+EF = -0.0768 eV
  mu_cell-EF = 0.1736 eV
  Madelung correction = 3.1642 eV
Remove one electron, L = 8.608 angstrom:
  E(1)-E(0)+mu_cell = 0.0410 eV
  formula 1/(2 D V) = 0.0411 eV
  E(1)-E(0)+EF = -0.0323 eV
  mu_cell-EF = 0.0732 eV
  Madelung correction = 2.3732 eV
Removed within 1.5 angstrom, L = 6.456 angstrom: 0.0550 electrons
  share if removed uniformly = 0.0529 electrons
Friedel amplitude of pair energy = 0.5000 eV angstrom^3
Lindhard/Friedel formula at r = 30.63 and 61.26 angstrom: 1.0002, 1.0002
done: every assertion held
```
